# Thermoelectric Efficiency, Maximum Cooling and the Half Share of Joule Heat, part 1

(Sections cited here and not found follow in the second part.)

A thermocouple has been built from two semiconductor legs, and one number remains to be chosen. If the couple runs as a generator, the number is the load resistance: a load equal to the internal resistance gives the most power, but it is not obvious that it gives the most work per unit of heat. If the couple runs as a cooler, the number is the current: a larger current pumps more Peltier heat out of the cold junction and also generates more Joule heat in the legs. The most efficient load and the current that gives the most cooling both follow from the heat balance of one junction, and that balance contains a term $fI^2R$, where $f$ is the share of the Joule heat $I^2R$ charged to that junction. The most efficient load, the current of greatest cooling and the lowest temperature all depend on $f$, so $f$ has to be derived before anything is optimised.

## First half: the heat currents at the ends of a leg

### A plain resistor between two baths at the same temperature

The simplest case has no thermoelectric effect. A bar of length $L$ and cross-section $A$ lies along $0\le x\le L$, with constant resistivity $\rho$ and constant thermal conductivity $\kappa$. Its sides are insulated, the state is steady, and all flows are along $x$. Both ends are held at the same temperature, and $\theta(x)$ is the excess over it. A current density $J=I/A$ releases heat $\rho J^2$ per unit volume, and Fourier's law gives the heat flux $q=-\kappa\theta'$, counted positive along $+x$. In a slab of thickness $dx$ the outflow exceeds the inflow by the heat released, $q'=\rho J^2$, so

$$\kappa\theta''=-\rho J^2,\qquad \theta(0)=\theta(L)=0 .$$

Two integrations give $\theta=-\rho J^2x^2/(2\kappa)+c_1x+c_0$. The condition at $x=0$ sets $c_0=0$, and the condition at $x=L$ sets $c_1=\rho J^2L/(2\kappa)$, so that

$$\theta(x)=\frac{\rho J^2}{2\kappa}\,x(L-x),\qquad q(x)=-\kappa\theta'=\rho J^2\left(x-\frac L2\right).$$

With $R=\rho L/A$ the total Joule heat is $\rho J^2AL=I^2R$. The heat current at the ends is $Aq(0)=-I^2R/2$ and $Aq(L)=+I^2R/2$: half leaves through each end. Mirror symmetry demands this, since the equation and both boundary values are unchanged by $x\to L-x$, so the two outflows are equal, and they add up to $I^2R$.

The symmetry argument does not say what happens when the symmetry is broken, so the share is worth building from its parts. Let a thin sheet at $x_0$ release power $H$, with no other source. On each side $\theta''=0$, so $\theta$ rises linearly from zero to a peak $\theta_0$ and falls linearly back. The outflows are $\kappa A\theta_0/x_0$ toward $x=0$ and $\kappa A\theta_0/(L-x_0)$ toward $x=L$, and their sum is $H$. The fraction that goes to $x=0$ is

$$w(x_0)=\frac{1/x_0}{1/x_0+1/(L-x_0)}=\frac{L-x_0}{L}=1-\frac{x_0}{L}.$$

This is a divider made of two thermal resistances. Its limits are right: a sheet at $x_0\to0$ sends everything to the near end, and a sheet at the middle splits evenly. The numerical check solves the finite-difference bar with a point source at $x_0/L=0.30$ and finds shares $0.7000$ and $0.3000$. The conduction equation is linear, so a distributed source is a sum of sheets, and for a uniform source the share is the plain average

$$f=\frac1L\int_0^L\left(1-\frac xL\right)dx=1-\frac12=\frac12 .$$

No single part of the bar except the middle splits its heat evenly. The half is an average of a weight that runs linearly from one to zero.

### Unequal end temperatures

Let the ends be held at $T_0$ and $T_L$. The equation $\kappa T''=-\rho J^2$ is still linear in $T$, and its source does not depend on $T$ because $\rho$ is constant. Write $T=T_{\rm lin}+\theta$, where $T_{\rm lin}=T_0-(T_0-T_L)x/L$ has zero second derivative and carries both boundary values. Then $\theta$ obeys the equation of the previous case with zero boundary values, and

$$T(x)=T_0-(T_0-T_L)\frac xL+\frac{\rho J^2}{2\kappa}\,x(L-x). \tag{1}$$

At mid-leg the temperature lies above the mean of the ends by $\rho J^2L^2/(8\kappa)$. With the thermal conductance $K=\kappa A/L$, the conducted heat current is

$$-\kappa AT'(0)=K(T_0-T_L)-\tfrac12I^2R,\qquad -\kappa AT'(L)=K(T_0-T_L)+\tfrac12I^2R. \tag{2}$$

For $I=0$ this is Fourier conduction through a uniform bar, and for $T_0=T_L$ it is the previous case. Equation (2) also shows how the phrase "half the Joule heat reaches each junction" has to be read. The half belongs to the term $\theta$ of a superposition: switching on the current lowers the current entering at $x=0$ by $I^2R/2$ and raises the current leaving at $x=L$ by $I^2R/2$. If $K(T_0-T_L)>I^2R/2$, the net conduction at $x=0$ still points into the bar, and no net conducted heat leaves through that end.

### The local laws with the thermoelectric effect

A thermoelectric leg adds a field driven by $T'$ and a heat flux carried by $J$. Both follow from the Boltzmann equation, written here in Gaussian units for electrons of charge $-e$ in an isotropic band $\varepsilon=\hbar^2k^2/2m$, with velocity $v_x=\hbar k_x/m$ and equation of motion $\hbar\dot k_x=-eE$. The collisions are described by a relaxation time $\tau(\varepsilon)$ toward the local Fermi function $n_0=[e^{(\varepsilon-\mu)/k_BT}+1]^{-1}$, in which $\mu(x)$ and $T(x)$ vary slowly. In the steady state, with $n=n_0+\delta n$,

$$v_x\frac{\partial n}{\partial x}-\frac{eE}{\hbar}\frac{\partial n}{\partial k_x}=-\frac{\delta n}{\tau}.$$

To first order in the gradients and the field, $n$ on the left is replaced by $n_0$. Since $n_0$ depends on the single variable $y=(\varepsilon-\mu)/k_BT$, we have $\partial n_0/\partial\varepsilon=(dn_0/dy)/k_BT$ and $\partial y/\partial x=-[\mu'+(\varepsilon-\mu)T'/T]/k_BT$, which gives

$$\frac{\partial n_0}{\partial x}=\left(-\frac{\partial n_0}{\partial\varepsilon}\right)\left[\mu'+(\varepsilon-\mu)\frac{T'}{T}\right].$$

The force term uses $\partial\varepsilon/\partial k_x=\hbar v_x$, so $-(eE/\hbar)\,\partial n_0/\partial k_x=eEv_x(-\partial n_0/\partial\varepsilon)$. The field and the gradient of $\mu$ enter in the combination $\mathcal E=E+\mu'/e$, and

$$\delta n=-\tau v_x\left(-\frac{\partial n_0}{\partial\varepsilon}\right)\left[e\mathcal E+(\varepsilon-\mu)\frac{T'}{T}\right].$$

The particle flux $j_N$ and the kinetic-energy flux $j_\varepsilon$ are the integrals of $v_x\delta n$ and $\varepsilon v_x\delta n$ over $2\,d^3k/(2\pi)^3$, the factor 2 counting spin; $n_0$ is even in $k_x$ and contributes nothing. The charge current is $J=-ej_N$. The heat flux is $T$ times the entropy flux, and the thermodynamic relation $T\,ds=d\epsilon-\mu\,d\nu$ between the densities of entropy, energy and particles gives $q=j_\varepsilon-\mu j_N$. Define

$$\mathcal L_a=\int\frac{2\,d^3k}{(2\pi)^3}\,\tau v_x^2\,(\varepsilon-\mu)^a\left(-\frac{\partial n_0}{\partial\varepsilon}\right).$$

Multiplying $\delta n$ by $-ev_x$ and by $(\varepsilon-\mu)v_x$ and integrating gives

$$J=e^2\mathcal L_0\,\mathcal E+e\mathcal L_1\frac{T'}{T},\qquad q=-e\mathcal L_1\,\mathcal E-\mathcal L_2\frac{T'}{T}.$$

In a device the current is the controlled quantity, so the first equation is solved for the field, $\mathcal E=J/(e^2\mathcal L_0)-\mathcal L_1T'/(eT\mathcal L_0)$, and this is inserted into the second, $q=-\mathcal L_1J/(e\mathcal L_0)+(\mathcal L_1^2/\mathcal L_0-\mathcal L_2)T'/T$. The result is

$$\mathcal E=\rho J+ST',\qquad q=STJ-\kappa T', \tag{3}$$

$$\rho=\frac1{e^2\mathcal L_0},\qquad S=-\frac{\mathcal L_1}{eT\mathcal L_0},\qquad \kappa_e=\frac1T\left(\mathcal L_2-\frac{\mathcal L_1^2}{\mathcal L_0}\right).$$

The coefficient of $J$ in $q$ is the Peltier coefficient $\Pi=-\mathcal L_1/(e\mathcal L_0)$, and it equals $ST$ because the same integral $\mathcal L_1$ appears in both cross terms. This is the Kelvin relation. The lattice conducts heat in parallel, and $\kappa=\kappa_e+\kappa_{\rm lattice}$ under the assumption that the phonons neither drag nor are dragged by the carriers. For carriers of charge $+e$ every $e$ changes sign, so $S$ changes sign while $\rho$ and $\kappa_e$ do not.

Two limits test (3). At $J=0$ it gives the Seebeck field $\mathcal E=ST'$ and Fourier's law, and at $T'=0$ it gives Ohm's law and the Peltier flux. The numerical check builds $\delta n$ from finite differences of $n_0$ and integrates over momentum, for $\tau\propto\varepsilon^{-1/2}$ and $\mu/k_BT=0.5$. The open-circuit coefficient $S$ and the isothermal ratio $\Pi/T$ both come out as $-2.039\,k_B/e$, about $-176\ \mu$V/K. Equations (3) contain no $4\pi$ and no $c$, and they and everything built on them read the same in Gaussian and SI units. The numbers below are in SI units.

### Energy balance and the role of constant $S$

The total energy flux adds to $j_\varepsilon$ the electrostatic energy $-e\phi$ per electron, where $E=-\phi'$, and the lattice flux, which is now counted in $q$:

$$j_U=q+\mu j_N-e\phi j_N=q+\bar\phi J,\qquad \bar\phi=\phi-\frac\mu e,\qquad -\bar\phi'=E+\frac{\mu'}e=\mathcal E .$$

The second equality uses $j_N=-J/e$. In the steady state neither charge nor energy accumulates, so $J'=0$ and $j_U'=0$, which gives $q'=-\bar\phi'J=\mathcal EJ$. Both sides are now taken from (3), with $\kappa$ constant:

$$S'TJ+ST'J-\kappa T''=\rho J^2+ST'J .$$

The terms $ST'J$ cancel, and what remains is

$$\kappa T''=-\rho J^2+TJ\,\frac{dS}{dx}. \tag{4}$$

The cancellation has a physical reading. The Peltier flux $STJ$ changes along the leg because $T$ changes, and the change is paid for by the work $ST'J$ exchanged with the Seebeck field, so it leaves nothing for conduction to carry away. The last term of (4) is the Thomson heat when $S$ varies only through the temperature. For constant $S$ it vanishes, (4) is the equation of the plain resistor, and the profile (1) holds unchanged. The total heat current $Q=Aq$ at the two ends is then (2) plus the Peltier current:

$$Q(0)=ST_0I+K(T_0-T_L)-\tfrac12I^2R,$$

$$Q(L)=ST_LI+K(T_0-T_L)+\tfrac12I^2R. \tag{5}$$

The difference is $Q(0)-Q(L)=I[S(T_0-T_L)-IR]$. Integrating the field in (3) gives $\bar\phi(L)-\bar\phi(0)=S(T_0-T_L)-IR$, so the heat lost along the leg equals the current times the rise in potential, as energy conservation requires. The numerical check confirms (4) and (1) symbolically. It also integrates the first-order system for $T$, $Q$ and $\bar\phi$ directly from (3) and $q'=\mathcal EJ$, adjusts $Q(0)$ until $T(L)=T_L$, and extracts $f$ from the result. It finds $f=0.5$ to within $10^{-7}$ for falling, rising and equal end temperatures, in the last case with the current reversed.

Constant $S$ is an idealisation, and its cost can be estimated for $S$ linear in temperature, $dS/dT=b$. The Thomson source per unit length is $-ITbT'$, and its integral over the leg is

$$H_T=-Ib\int_{T_0}^{T_L}T\,dT=\tfrac12Ib\,(T_0^2-T_L^2).$$

For $b=0.2\ \mu$V/K$^2$, $I=3$ A and ends at 500 K and 300 K this is $\tfrac12\times3\times0.2\times10^{-6}\times(500^2-300^2)=0.048$ W, the value the integrated system gives. A leg of resistance $0.005\ \Omega$ makes $3^2\times0.005=0.045$ W of Joule heat at this current, so the two sources are comparable. The effect on $Q(0)$ is smaller, because the Peltier term changes too. Let $\bar S$ be $S$ at the mean temperature, $\delta=T_0-T_L$ and $s=x/L$. The Peltier term at $x=0$ exceeds $\bar ST_0I$ by $IbT_0\delta/2$. To leading order, with the profile taken as the straight line, the Thomson source is $Ib\delta\,(T_0-\delta s)\,ds$, and its share at $x=0$ is

$$Ib\delta\int_0^1(1-s)(T_0-\delta s)\,ds=Ib\delta\left(\frac{T_0}2-\frac\delta6\right).$$

Subtracting this from the Peltier excess leaves $Ib\delta^2/6$ as the correction, at small current, to $Q(0)$ computed with $\bar S$. The terms of first order in $\delta$ cancel. At larger current the profile is no longer straight. The Joule and Thomson heat together, $H=I^2R+H_T$, raise it by about $Hs(1-s)/(2K)$, whose average over the leg is $H/(12K)$. This adds about $IbT_m(I^2R+H_T)/(12K)$ to the correction, where $T_m$ is the mean of the end temperatures. The Joule part remains when $\delta=0$, while $H_T$ then vanishes.

### Tapered and graded legs

Let $A$, $\rho$ and $\kappa$ depend on $x$, with $S$ constant and the flow still treated as one-dimensional, which for a real taper requires $A$ to change slowly. The conserved quantity is $I$, and the laws become $Q=STI-\kappa AT'$ and $Q'=\mathcal EI=\rho I^2/A+SIT'$. The terms $SIT'$ cancel as before, leaving $(\kappa AT')'=-\rho I^2/A$. The natural coordinate is the fraction of the thermal resistance passed,

$$u(x)=K\int_0^x\frac{dx'}{\kappa A},\qquad \frac1K=\int_0^L\frac{dx}{\kappa A},$$

which runs from 0 to 1. Since $du/dx=K/(\kappa A)$, the conducted current is $-\kappa AT'=-K\,dT/du$, and dividing the balance by $du/dx$ gives

$$K\frac{d^2T}{du^2}=-h(u),\qquad h=\frac{\rho I^2}{A}\,\frac{\kappa A}{K}=\frac{I^2\rho\kappa}{K}.$$

The area has dropped out. A narrow section makes more Joule heat per unit length, and it also occupies more of the thermal resistance, in the same proportion $1/A$. The total source is $\int_0^1h\,du=I^2\int_0^L\rho\,dx/A=I^2R$. Multiply the equation by $1-u$ and integrate by parts:

$$\int_0^1(1-u)\frac{d^2T}{du^2}du=\left[(1-u)\frac{dT}{du}\right]_0^1+\int_0^1\frac{dT}{du}du=-\frac{dT}{du}\bigg|_0+T_L-T_0 .$$

Multiplying by $K$ and solving for the conducted current at $u=0$ gives

$$Q(0)=ST_0I+K(T_0-T_L)-fI^2R,\qquad f=\frac{\int_0^1(1-u)\,\rho\kappa\,du}{\int_0^1\rho\kappa\,du}. \tag{6}$$

The weight $1-u$ is the divider of the first case in general form. Writing $1-u=\tfrac12+(\tfrac12-u)$ shows that $f=\tfrac12$ if and only if $\int_0^1(\tfrac12-u)\rho\kappa\,du=0$. A constant product $\rho\kappa$ satisfies this for any taper, and so does a product symmetric about $u=\tfrac12$.

Four cases test (6), with $s=x/L$. For an area proportional to $0.5+2s$, and for $\kappa\propto0.5+s$ together with $\rho\propto1/(0.5+s)$, the integrated system gives $f=0.5$; the first of these tests the one-dimensional model, whose $R$ and $K$ would not be accurate for a short real leg with so steep a taper. For $\rho\propto0.5+s$ alone, $u=s$, the denominator is $\int_0^1(\tfrac12+s)\,ds=1$, and the numerator is $\int_0^1(1-s)(\tfrac12+s)\,ds=\tfrac14+\tfrac16$, so $f=5/12=0.4167$: more heat is made near $x=L$. For $\kappa\propto0.5+s$ alone, $u=\ln(1+2s)/\ln3$, and the source is uniform in $s$, so $f=1-\int_0^1u\,ds$. With $\int_0^1\ln(1+2s)\,ds=\tfrac12[y\ln y-y]_1^3=\tfrac32\ln3-1$ this is $f=1/\ln3-\tfrac12=0.4102$: the poorly conducting part shields the end $x=0$. The integrated system returns both values. If $\rho$ and $\kappa$ depend on temperature, (6) holds with $\rho(T(x))$ and $\kappa(T(x))$ on the actual profile, but $R$, $K$ and $f$ then depend on the current and the end temperatures.

### Two legs

A couple has a p leg and an n leg, joined at $x=0$ by a strap at temperature $T_0$ and ending on two terminals at the common temperature $T_L$. The straps and contacts have no electrical or thermal resistance, the external leads are of one metal at $T_L$, and $x$ points from the strap to the terminals in both legs, whose lengths may differ. The current is $+I$ along $x$ in the p leg and $-I$ in the n leg. At the strap $\bar\phi$ has one value, so the terms $\bar\phi I$ and $-\bar\phi I$ in the energy flux cancel, and the heat drawn from the bath at $T_0$ is $Q_p(0)+Q_n(0)$; the Seebeck coefficient of the strap does not enter. At the terminals the Peltier current of the lead metal leaves through one lead and returns through the other at the same temperature, so the heat given to the bath at $T_L$ is $Q_p(L_p)+Q_n(L_n)$. Applying (5) to each leg, the Peltier terms add to $S_pTI+S_nT(-I)$, and the Joule terms add because they are even in $I$. Equations (5) therefore hold for the couple with

$$S=S_p-S_n,\qquad R=R_p+R_n,\qquad K=K_p+K_n .$$

The potential rises by $S_p(T_0-T_L)-IR_p$ along the p leg and by $S_n(T_0-T_L)+IR_n$ along the n leg, from a common starting value. The terminal voltage is the difference, $V=S(T_0-T_L)-IR$, and the electrical power delivered is $IV$. For two identical materials $S=0$, and the couple is a resistor with a heat leak, as it must be.

## Second half: the best load and the best current

The results carried over are these. A couple with constant properties has Seebeck coefficient $S=S_p-S_n>0$, series resistance $R=\sum\rho L/A$ and parallel conductance $K=\sum\kappa A/L$. The current $I$ is positive when it flows in the p leg away from the junction at $T_0$ toward the end at $T_L$. The heat drawn from the bath at $T_0$, the heat given to the bath at $T_L$ and the terminal voltage are

$$Q_0=ST_0I+K(T_0-T_L)-\tfrac12I^2R,$$

$$Q_L=ST_LI+K(T_0-T_L)+\tfrac12I^2R,\qquad V=S(T_0-T_L)-IR,$$

and $Q_0-Q_L=IV$. For legs in which $\rho\kappa$ varies, the $\tfrac12$ in $Q_0$ is replaced by the share $f$ of equation (6), averaged over the two legs with weights $R_p$ and $R_n$ if their shares differ, the $\tfrac12$ in $Q_L$ is replaced by $1-f$, and a sheet source at thermal-resistance fraction $u$ has weight $1-u$. The notation $\Delta T=T_h-T_c>0$, $\bar T=(T_h+T_c)/2$ and $z=S^2/(RK)$ is used throughout; $z$ has the dimension of an inverse temperature. The temperatures are those of the junctions. If a finite thermal resistance separates a junction from its bath, the heat balances above still hold with the junction temperatures, but these then depend on the current. The best loads and currents derived below assume fixed junction temperatures at the generator and a fixed hot-junction temperature at the cooler. A thermal resistance between junction and bath shifts the best loads of the generator, and on the hot side it shifts the best current of the cooler. On the cold side of the cooler it leaves the rule for the best current unchanged, with $T_c$ the actual junction temperature: where the heat drawn from the bath is largest, $T_c$ is stationary in $I$, so the condition is the same as at fixed $T_c$.

The model couple has round parameters: $S_p=-S_n=200\ \mu$V/K, $\rho=10^{-5}\ \Omega\,$m, $\kappa=1.5$ W/(m K), $L=2$ mm and $A=4$ mm$^2$ in both legs. Then $S=400\ \mu$V/K, $R=2\times10^{-5}\times2\times10^{-3}/(4\times10^{-6})=0.01\ \Omega$, $K=2\times1.5\times4\times10^{-6}/(2\times10^{-3})=0.006$ W/K, and $z=(4\times10^{-4})^2/(0.01\times0.006)=2.667\times10^{-3}$ K$^{-1}$. The digits kept below serve to follow the arithmetic within the constant-property model.

The heat balances of both junctions are now derived, with half the Joule heat charged to each when the leg properties are constant, and a share $f$ in its place when $\rho\kappa$ varies along the leg. What remains is to use them to find the generator's most efficient load, the cooler's best current and lowest temperature, and the best leg shapes.
